# Orbital and density cutoffs with ultrasoft pseudopotentials: verification in Python

```python
"""Ultrasoft pseudopotential for a model Mn 3d^4 shell (Hartree units, cutoffs in Ry).
Tests: smooth density band limit 4*E_w (FFT vs explicit sum); H phi = eps S phi by
diagonalization; multipole Fourier formula vs direct 3D quadrature; closed-form
transforms vs quadrature; Slater integrals in G space vs real space; moment-conserving
pseudization of Q; and the density cutoff compared with 4 * orbital cutoff."""
import numpy as np, sympy as sp
from math import factorial, pi
from scipy.special import spherical_jn as jn, gammainc, eval_legendre
from scipy.optimize import brentq
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import eigh
from scipy.constants import physical_constants
HA_EV = physical_constants["Hartree energy in eV"][0]

# ---- 1. band limit of the smooth density
N, mmax = 32, 6
rng = np.random.default_rng(1)
m = np.fft.fftfreq(N, 1.0 / N)
m2 = m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2
c = (rng.normal(size=m2.shape) + 1j * rng.normal(size=m2.shape)) * (m2 <= mmax**2 + 1e-9)
c /= np.sqrt(np.sum(abs(c)**2))
nG = np.fft.fftn(abs(np.fft.ifftn(c) * N**3)**2) / N**3
beyond = abs(nG[m2 > 4 * mmax**2 + 1e-9]).max()
assert beyond < 1e-12 and abs(nG[2 * mmax, 0, 0]) > 1e-7
assert abs(nG[3, -2, 5] - np.sum(c.conj() * np.roll(c, (-3, 2, -5), (0, 1, 2)))) < 1e-12

# ---- 2. model all-electron orbital and soft orbital
zeta, wt, rc, nel = np.array([5.15, 1.90]), np.array([0.53, 0.65]), 2.2, 4
amp = wt * np.sqrt((2 * zeta)**7 / 720)
pairs0 = [(amp[i] * amp[j], zeta[i] + zeta[j]) for i in range(2) for j in range(2)]
amp = amp / np.sqrt(sum(w * 720 / a**7 for w, a in pairs0))
pairs = [(amp[i] * amp[j], zeta[i] + zeta[j]) for i in range(2) for j in range(2)]
eps = -zeta[1]**2 / 2
x = sp.symbols("x", positive=True)
u_s = sum(float(A) * x**3 * sp.exp(-float(z) * x) for A, z in zip(amp, zeta))
V_s = float(eps) + sp.diff(u_s, x, 2) / (2 * u_s) - 3 / x**2
u, du, d2u, V, dV = [sp.lambdify(x, e, "numpy") for e in
                     (u_s, sp.diff(u_s, x), sp.diff(u_s, x, 2), V_s, sp.diff(V_s, x))]

def roots(f, lo, hi, step=0.05):
    t = np.arange(lo, hi, step); y = f(t)
    return np.array([brentq(f, t[i], t[i + 1], xtol=1e-14)
                     for i in range(len(t) - 1) if y[i] * y[i + 1] < 0])

logd = du(rc) / u(rc)
qb = roots(lambda t: jn(2, t) + t * jn(2, t, True) - logd * rc * jn(2, t), 0.5, 12)[:2] / rc
share = np.linalg.solve([[1, 1], 6 / rc**2 - qb**2], [u(rc), d2u(rc)])
cb = share / (rc * jn(2, qb * rc))
phi_in = lambda r: sum(cb[i] * r * jn(2, qb[i] * r) for i in range(2))
h = 1e-3   # finite-difference check of the matching
assert abs((phi_in(rc + h) - phi_in(rc - h)) / (2 * h) - du(rc)) < 1e-5
assert abs((phi_in(rc + h) - 2 * phi_in(rc) + phi_in(rc - h)) / h**2 - d2u(rc)) < 1e-4

R = 24.0   # composite Gauss-Legendre grid, panels of 0.2 bohr
gx, gw = np.polynomial.legendre.leggauss(14)
r = (0.2 * np.arange(120)[:, None] + 0.1 * (gx + 1)).ravel()
w = np.tile(0.1 * gw, 120)
core = r < rc
phi = np.where(core, phi_in(r), u(r))
b2 = dV(rc) / (2 * rc); b0 = V(rc) - b2 * rc**2
Vloc = np.where(core, b0 + b2 * r**2, V(r))
chi = core * sum(cb[i] * r * jn(2, qb[i] * r) * (eps - qb[i]**2 / 2 - Vloc) for i in range(2))
B = w @ (phi * chi); beta = chi / B
Q = u(r)**2 - phi**2; qaug = w @ Q; D = B + eps * qaug
assert abs(w @ u(r)**2 - 1) < 1e-10 and phi.min() > 0 and qaug > 0

# ---- 3. generalized eigenproblem in a spherical Bessel basis
k = roots(lambda t: jn(2, t), 1.0, 16 * R, 0.5) / R
basis = np.sqrt(2 / R**3) / abs(jn(3, k * R))[:, None] * r * jn(2, np.outer(k, r))
assert abs((basis * w) @ basis.T - np.eye(len(k))).max() < 1e-9
p = basis @ (w * beta)
H = np.diag(k**2 / 2) + (basis * (w * Vloc)) @ basis.T + D * np.outer(p, p)
S = np.eye(len(k)) + qaug * np.outer(p, p)
err = np.array([eigh(H[:n, :n], S[:n, :n], eigvals_only=True)[0] - eps
                for n in range(1, len(k) + 1)])
assert -1e-8 < err[-1] < 2e-6 and np.all(np.diff(err) < 1e-10)  # exact level, no ghost
vec = eigh(H, S)[1][:, 0]
assert abs(vec @ vec - (1 - qaug)) < 1e-4    # S-normalized state has norm 1 - q

# ---- 4. radial transforms
G = np.arange(0, 40.0001, 0.025)
s = r < 12
JL = {L: jn(L, np.outer(G, r[s])) * w[s] for L in (0, 2, 4)}
def tail(y):
    cum = cumulative_trapezoid(y, G, initial=0); return cum[-1] - cum
def cutoff(t, tol):
    i = np.argmax(t < tol)
    return (G[i - 1] + (G[i] - G[i - 1]) * (t[i - 1] - tol) / (t[i - 1] - t[i]))**2
phiq = np.sqrt(2 / pi) * G * (JL[2] @ (phi * r)[s])
assert abs(tail(phiq**2)[0] - (1 - qaug)) < 1e-7             # Parseval
kin_us = tail(G**2 / 2 * phiq**2)
uq = lambda q: np.sqrt(2 / pi) * q * np.sum(amp * 48 * zeta * q**2 / (zeta**2 + q**2)**4)
kin_ae = lambda q0: quad(lambda q: q**2 / 2 * uq(q)**2, q0, np.inf, epsabs=1e-12)[0]
T_ae = 0.5 * w @ (du(r)**2 + 6 * u(r)**2 / r**2)
assert abs(kin_ae(0) - T_ae) < 1e-7
a_, g_ = sp.symbols("a g", positive=True)
closed = {L: sp.lambdify((a_, g_), sp.diff(2**(L + 1) * factorial(L + 1) * a_ * g_**L
          / (a_**2 + g_**2)**(L + 2), a_, 4 - L) if L < 4 else
          3840 * a_ * g_**4 / (a_**2 + g_**2)**6, "numpy") for L in (0, 2, 4)}
Fexact = lambda L, g: sum(wp * closed[L](a, g) for wp, a in pairs)
Fraw = {L: JL[L] @ (phi**2 + Q)[s] for L in JL}
for L in JL:
    assert abs(Fraw[L] - Fexact(L, G)).max() < 1e-8

# ---- 5. angular factors and direct 3D Fourier integral
ct, wc = np.polynomial.legendre.leggauss(56)
ct, ph = np.meshgrid(ct, 2 * pi * np.arange(96) / 96, indexing="ij")
wa = (wc[:, None] / 2 / 96 * np.ones_like(ph)).ravel()
ct, ph = ct.ravel(), ph.ravel(); st = np.sqrt(1 - ct**2)
X, Y = st * np.cos(ph), st * np.sin(ph)
ang = 5 - 15 / 4 * (X**2 - Y**2)**2          # 4 pi * (d^5 minus x^2-y^2)
A = {0: lambda c_, f: 4 + 0 * c_, 2: lambda c_, f: 10 / 7 * eval_legendre(2, c_),
     4: lambda c_, f: -3 / 7 * eval_legendre(4, c_) - 15 / 8 * (1 - c_**2)**2 * np.cos(4 * f)}
pL = {0: 16.0, 2: 20 / 49, 4: 36 / 49}
assert abs(ang - sum(A[L](ct, ph) for L in A)).max() < 1e-12
for L in A:
    assert abs(wa @ A[L](ct, ph)**2 - pL[L]) < 1e-12
G0, th0, ph0, s8 = 8.0, 1.0, 0.3, r < 8
cosg = np.sin(th0) * (np.cos(ph0) * X + np.sin(ph0) * Y) + np.cos(th0) * ct
direct = (w * u(r)**2)[s8] @ (np.cos(G0 * np.outer(r[s8], cosg)) @ (wa * ang))
formula = sum((-1)**(L // 2) * A[L](np.cos(th0), ph0) * Fexact(L, G0) for L in A)
assert abs(direct - formula) < 1e-7

# ---- 6. Slater integrals (G space vs real space) and Hartree tails
slater = lambda F: {L: 2 * (2 * L + 1) / pi * tail(F[L]**2)[0] for L in F}
hartree_tail = lambda F: sum(pL[L] / pi * tail(F[L]**2) for L in F)
sl0 = slater(Fraw)
for L in JL:
    inner = sum(wp * factorial(6 + L) * gammainc(7 + L, a * r) / a**(7 + L) for wp, a in pairs)
    assert abs(2 * w @ (u(r)**2 * inner / r**(L + 1)) - sl0[L]) < 1e-6
t_raw = hartree_tail(Fraw)
t_smooth = hartree_tail({L: JL[L] @ (phi**2)[s] for L in JL})

# ---- 7. pseudized Q
xj2 = lambda t: (3 / t**2 - 1) * sp.sin(t) - 3 * sp.cos(t) / t
Q_s = u_s**2 - sum(float(cb[i] / qb[i]) * xj2(float(qb[i]) * x) for i in range(2))**2
dQ = [sp.lambdify(x, sp.diff(Q_s, x, d) if d else Q_s, "numpy") for d in range(4)]
Qf = lambda t: u(t)**2 - phi_in(t)**2
def pseudize(L, ri):
    pw = L + 2 + 2 * np.arange(5)
    rows = [[np.prod(n - np.arange(d)) / ri**d for n in pw] for d in range(4)]
    rows.append(list(ri**(L + 1) / (pw + L + 1)))
    mom = quad(lambda t: t**L * Qf(t), 0, ri, epsabs=1e-13, epsrel=1e-12)[0]
    co = np.linalg.solve(np.array(rows, float), [dQ[d](ri) for d in range(4)] + [mom])
    poly = lambda t: sum(co[i] * (t / ri)**pw[i] for i in range(5))
    assert abs(poly(ri + 0.01) - Qf(ri + 0.01)) < 1e-5   # mismatch is O(h^4)
    Qt = np.where(r < ri, poly(np.minimum(r, ri)), Q)
    assert abs(w @ (r**L * (Qt - Q))) < 1e-9             # multipole conserved
    return Qt
scan = {}
for ri in (0.6, 1.0, 1.4, 1.8, 2.2):
    F = {L: JL[L] @ (phi**2 + pseudize(L, ri))[s] for L in JL}
    scan[ri] = (hartree_tail(F), slater(F))

# ---- output
print(f"FFT test: max |n(G)| beyond 2 G_w = {beyond:.1e} (zero to rounding)")
print(f"inputs: zeta = {zeta[0]}, {zeta[1]} 1/bohr; weights {wt[0]}, {wt[1]}; r_c = {rc} bohr; {nel} electrons")
print(f"u = r^3 (A1 e^-z1 r + A2 e^-z2 r): A1 = {amp[0]:.4f}, A2 = {amp[1]:.5f} bohr^-7/2")
print(f"eps = {eps:.4f} Ha; all-electron kinetic energy = {T_ae:.4f} Ha; peak of u at {r[np.argmax(u(r))]:.2f} bohr")
print(f"u(r_c) = {u(rc):.5f} bohr^-1/2; u'/u = {logd:.5f} 1/bohr; u''/u = {d2u(rc)/u(rc):.5f} 1/bohr^2")
print(f"q1 = {qb[0]:.4f}, q2 = {qb[1]:.4f} 1/bohr; c1 = {cb[0]:.5f}, c2 = {cb[1]:.5f} bohr^-3/2")
print(f"V_loc = b0 + b2 r^2: b0 = {b0:.4f} Ha, b2 = {b2:.4f} Ha/bohr^2")
print(f"q = {qaug:.5f}; <phi|phi> = {1-qaug:.5f}; B = {B:.5f} Ha; D = {D:.5f} Ha")
print(f"sphere R = {R} bohr, {len(k)} functions to {k[-1]**2:.0f} Ry: eigenvalue error {err[-1]:.1e} Ha")
print(f"p_L: L=0 {pL[0]:.4f}, L=2 {pL[2]:.4f}, L=4 {pL[4]:.4f}")
print(f"n(G=8/bohr, theta=1.0, phi=0.3): direct {direct:.7f}, multipole formula {formula:.7f} e")
print(f"raw F_L at G=10/bohr: L=0 {Fexact(0,10.):.5f}, L=2 {Fexact(2,10.):.5f}, L=4 {Fexact(4,10.):.5f}")
print(f"|F_4| peaks at G = {G[np.argmax(abs(Fraw[4]))]:.2f} 1/bohr")
print("raw Slater integrals: " + ", ".join(f"F{L} = {sl0[L]*HA_EV:.3f} eV" for L in sl0))
print(f"Hartree energy: augmented {t_raw[0]:.4f} Ha, smooth part alone {t_smooth[0]:.4f} Ha")
for tol in (1e-3, 1e-4):
    Ew = k[np.argmax(nel * err < tol)]**2
    Eae = brentq(lambda q0: nel * kin_ae(q0) - tol, 5, 200)**2
    Eraw, Esm, G4 = cutoff(t_raw, tol), cutoff(t_smooth, tol), 2 * np.sqrt(Ew)
    print(f"--- tolerance {tol*1e3:.1f} mHa per atom")
    print(f"E_w (eigenvalue) = {Ew:.1f} Ry; 4 E_w = {4*Ew:.1f} Ry; E_w (kinetic tail) = {cutoff(nel*kin_us, tol):.1f} Ry")
    print(f"all-electron orbital cutoff (kinetic tail) = {Eae:.0f} Ry")
    print(f"E_rho smooth phi^2 = {Esm:.1f} Ry, ratio to E_w {Esm/Ew:.2f}")
    print(f"E_rho raw Q = {Eraw:.1f} Ry, ratio {Eraw/Ew:.2f}, grid-point factor {(Eraw/4/Ew)**1.5:.2f}")
    print("Hartree lost at 4 E_w, raw Q: " + ", ".join(
        f"L={L} {1e3*np.interp(G4, G, pL[L]/pi*tail(Fraw[L]**2)):.4f}" for L in pL)
        + f", sum {1e3*np.interp(G4, G, t_raw):.4f} mHa")
    print(f"Hartree lost at 4 E_w, smooth phi^2: {1e3*np.interp(G4, G, t_smooth):.1e} mHa")
    for ri in scan:
        E = cutoff(scan[ri][0], tol)
        print(f"r_in = {ri} bohr: E_rho = {E:.1f} Ry, ratio {E/Ew:.2f}")
    assert Esm < 4 * Ew and Eae > 4 * Ew and cutoff(scan[2.2][0], tol) < Eraw
assert Eraw > 4 * Ew      # raw augmented density exceeds 4 E_w at 0.1 mHa
print("--- shift of Slater integrals caused by pseudizing Q")
for ri in scan:
    print(f"r_in = {ri} bohr: " + ", ".join(
        f"dF{L} = {(scan[ri][1][L]-sl0[L])*HA_EV:+.3f} eV" for L in sl0))
print("ALL CHECKS PASSED")
```

Running it gives:

```
FFT test: max |n(G)| beyond 2 G_w = 3.8e-17 (zero to rounding)
inputs: zeta = 5.15, 1.9 1/bohr; weights 0.53, 0.65; r_c = 2.2 bohr; 4 electrons
u = r^3 (A1 e^-z1 r + A2 e^-z2 r): A1 = 69.2005, A2 = 2.58856 bohr^-7/2
eps = -1.8050 Ha; all-electron kinetic energy = 5.9367 Ha; peak of u at 0.71 bohr
u(r_c) = 0.43052 bohr^-1/2; u'/u = -0.60315 1/bohr; u''/u = -0.04343 1/bohr^2
q1 = 1.9669, q2 = 3.4706 1/bohr; c1 = 1.07302, c2 = 0.46728 bohr^-3/2
V_loc = b0 + b2 r^2: b0 = -3.2821 Ha, b2 = 0.1726 Ha/bohr^2
q = 0.56625; <phi|phi> = 0.43375; B = -0.36495 Ha; D = -1.38702 Ha
sphere R = 24.0 bohr, 121 functions to 255 Ry: eigenvalue error 2.6e-08 Ha
p_L: L=0 16.0000, L=2 0.4082, L=4 0.7347
n(G=8/bohr, theta=1.0, phi=0.3): direct -0.0631091, multipole formula -0.0631091 e
raw F_L at G=10/bohr: L=0 -0.00716, L=2 0.01127, L=4 0.03377
|F_4| peaks at G = 3.83 1/bohr
raw Slater integrals: F0 = 20.298 eV, F2 = 8.931 eV, F4 = 5.470 eV
Hartree energy: augmented 5.9891 Ha, smooth part alone 0.7320 Ha
--- tolerance 1.0 mHa per atom
E_w (eigenvalue) = 21.0 Ry; 4 E_w = 83.9 Ry; E_w (kinetic tail) = 21.1 Ry
all-electron orbital cutoff (kinetic tail) = 1123 Ry
E_rho smooth phi^2 = 11.5 Ry, ratio to E_w 0.55
E_rho raw Q = 93.1 Ry, ratio 4.44, grid-point factor 1.17
Hartree lost at 4 E_w, raw Q: L=0 0.5862, L=2 0.0363, L=4 0.7725, sum 1.3950 mHa
Hartree lost at 4 E_w, smooth phi^2: 1.6e-07 mHa
r_in = 0.6 bohr: E_rho = 88.1 Ry, ratio 4.20
r_in = 1.0 bohr: E_rho = 56.8 Ry, ratio 2.71
r_in = 1.4 bohr: E_rho = 32.7 Ry, ratio 1.56
r_in = 1.8 bohr: E_rho = 19.9 Ry, ratio 0.95
r_in = 2.2 bohr: E_rho = 12.8 Ry, ratio 0.61
--- tolerance 0.1 mHa per atom
E_w (eigenvalue) = 34.7 Ry; 4 E_w = 138.7 Ry; E_w (kinetic tail) = 35.5 Ry
all-electron orbital cutoff (kinetic tail) = 2211 Ry
E_rho smooth phi^2 = 19.5 Ry, ratio to E_w 0.56
E_rho raw Q = 169.8 Ry, ratio 4.90, grid-point factor 1.35
Hartree lost at 4 E_w, raw Q: L=0 0.0430, L=2 0.0012, L=4 0.1854, sum 0.2297 mHa
Hartree lost at 4 E_w, smooth phi^2: 1.6e-08 mHa
r_in = 0.6 bohr: E_rho = 158.2 Ry, ratio 4.56
r_in = 1.0 bohr: E_rho = 98.1 Ry, ratio 2.83
r_in = 1.4 bohr: E_rho = 54.7 Ry, ratio 1.58
r_in = 1.8 bohr: E_rho = 32.9 Ry, ratio 0.95
r_in = 2.2 bohr: E_rho = 23.5 Ry, ratio 0.68
--- shift of Slater integrals caused by pseudizing Q
r_in = 0.6 bohr: dF0 = +0.003 eV, dF2 = +0.002 eV, dF4 = -0.026 eV
r_in = 1.0 bohr: dF0 = +0.118 eV, dF2 = -0.295 eV, dF4 = -0.675 eV
r_in = 1.4 bohr: dF0 = +0.056 eV, dF2 = -1.730 eV, dF4 = -2.111 eV
r_in = 1.8 bohr: dF0 = -0.731 eV, dF2 = -3.571 eV, dF4 = -3.290 eV
r_in = 2.2 bohr: dF0 = -2.159 eV, dF2 = -5.047 eV, dF4 = -3.970 eV
ALL CHECKS PASSED
```
